# Heat Loss from a Sphere Smaller than the Phonon Mean Free Path

## Problem

A hot sphere of radius $R=10$ nm is embedded in a large solid whose phonons have a mean free path $L=100$ nm. The solid has heat capacity per volume $C=1.5\times10^6$ J/(m³ K), phonon speed $v=3000$ m/s, and temperature $T_0=300$ K far from the sphere. The sphere dissipates $Q=10$ µW in steady state.

The conductance is $G=Q/\Delta T$, where $\Delta T=T_s-T_0$ and $T_s$ is the temperature of the phonons that the sphere emits. Find

1. the conductance $G_F$ given by Fourier's law;
2. the conductance $G_{\rm bal}$ if emitted phonons never scatter back into the sphere;
3. the ratio of the two, and the change in it when back-scattering is included.

Assume that $\Delta T\ll T_0$, so that all flows are linear in $\Delta T$. All phonons share the same $C$, $v$ and $L$, and scattering is isotropic and conserves their energy. The surface is black: it absorbs every phonon that strikes it and emits with equal intensity into all outward directions. The number of phonons leaving per unit area and solid angle is then proportional to the cosine of the angle to the surface normal.

## First estimate by scaling

In Fourier's picture the temperature falls over a distance of order $R$. The flux is then of order $k\Delta T/R$, where $k$ is the thermal conductivity, and it crosses an area of order $R^2$. Hence $G_F\sim kR$. Since $k\sim CvL$, this is $G_F\sim CvLR$.

Without collisions, energy of density $C\Delta T$ leaves the surface at speed $v$, so $G_{\rm bal}\sim CvR^2$. The ratio is

$$
\frac{G_{\rm bal}}{G_F}\sim\frac{R}{L}=0.1 .
$$

Scaling shows that Fourier's law greatly overestimates the heat loss. It leaves the numerical factor open.

## Solution

### Fourier conductance

In steady state the same power crosses every concentric sphere:

$$
Q=-4\pi r^2k\frac{dT}{dr},\qquad\text{so}\qquad \frac{dT}{dr}=-\frac{Q}{4\pi k r^2}.
$$

Integrating, with $T\to T_0$ far away, gives $T-T_0=Q/(4\pi kr)$. Fourier's picture also sets the medium at $r=R$ to the sphere temperature, so $\Delta T=Q/(4\pi kR)$ and

$$
G_F=4\pi kR .
$$

To express $k$ through phonon properties, let $T$ vary slowly along $x$. Phonons moving at direction cosine $\mu$ to the $x$ axis last scattered, on average, at $x-L\mu$, and they carry the temperature of that place. Averaging over all directions, the flux is

$$
q=\frac{Cv}{2}\int_{-1}^{1}\mu\left[T(x)-L\mu\frac{dT}{dx}\right]d\mu .
$$

The first term is odd in $\mu$ and vanishes. In the second, $\int_{-1}^1\mu^2d\mu=2/3$, so

$$
q=-\frac{CvL}{3}\frac{dT}{dx},\qquad k=\frac{CvL}{3}.
$$

This step requires the temperature gradient to change little over a distance $L$. Around a sphere with $R\ll L$ that condition fails, which is why $G_F$ cannot be trusted here.

For the given numbers,

$$
k=\frac{(1.5\times10^6)(3000)(10^{-7})}{3}=150\ \text{W/(m K)},
$$

$$
G_F=4\pi(150)(10^{-8})=18.85\times10^{-6}\ \text{W/K}=18.85\ \text{µW/K}.
$$

### Ballistic conductance

Each kelvin of excess temperature adds an energy density $C$, spread over all directions. Only the outward half leaves the surface, and each direction contributes its normal velocity $v\mu$. The one-way flux per kelvin is

$$
\frac{Cv}{2}\int_0^1\mu\,d\mu=\frac{Cv}{4}.
$$

The medium at $T_0$ sends phonons inward by the same rule. The net flux is therefore $Cv(T_s-T_0)/4$, and multiplication by the area gives

$$
G_{\rm bal}=4\pi R^2\,\frac{Cv}{4}=\pi R^2Cv .
$$

The same power must cross a larger sphere of radius $r$. There, the emitted phonons fill a cone of directions from $\mu_c=\sqrt{1-R^2/r^2}$ to 1, so

$$
4\pi r^2\,\frac{Cv}{2}\int_{\mu_c}^{1}\mu\,d\mu
=\pi r^2Cv(1-\mu_c^2)=\pi R^2Cv ,
$$

as required. The numerical value is

$$
G_{\rm bal}=\pi(10^{-8})^2(1.5\times10^6)(3000)
=1.414\times10^{-6}\ \text{W/K}=1.414\ \text{µW/K}.
$$

### Ratio

Inserting $k=CvL/3$ into $G_F$ gives

$$
\frac{G_{\rm bal}}{G_F}=\frac{\pi R^2Cv}{4\pi R\,CvL/3}=\frac{3R}{4L}=0.075 .
$$

The ballistic conductance is 7.5 percent of the Fourier value. Both $C$ and $v$ cancel; the ratio of radius to free path remains.

### Phonons that return

A free path of 100 nm is finite, so some emitted phonons scatter and strike the sphere again. Let $P$ be the probability that an emitted phonon never returns. Returned energy cancels part of the emission, so

$$
G=G_{\rm bal}P,\qquad \frac{G}{G_F}=\frac{3R}{4L}P .
$$

Since $P<1$, the value 7.5 percent is an upper bound for this model at the given free path.

The leading correction for $R\ll L$ can be found directly. At distance $r$, unscattered phonons from the sphere fill the fraction

$$
W(r)=\frac{1-\sqrt{1-R^2/r^2}}{2}
$$

of all directions. Per kelvin, their energy density is $CW$, and they scatter at the rate $v/L$. After isotropic scattering, the same fraction $W$ points back at the sphere. To leading order, we neglect further collisions on either leg because most of these returns start at distances of order $R\ll L$. Dividing the returning power by the emitted power gives

$$
1-P\simeq\frac{1}{\pi R^2Cv}\int_R^\infty 4\pi r^2\,\frac{Cv}{L}W^2\,dr
=\frac{4}{R^2L}\int_R^\infty r^2W^2\,dr .
$$

Set $r=Rx$. Since $2xW=x-\sqrt{x^2-1}$,

$$
1-P\simeq\frac{R}{L}\int_1^\infty\left(x-\sqrt{x^2-1}\right)^2dx .
$$

With $x=\cosh t$, the bracket is $e^{-t}$ and $dx=\sinh t\,dt$. The integral becomes

$$
\int_0^\infty e^{-2t}\,\frac{e^t-e^{-t}}{2}\,dt
=\frac12\left(1-\frac13\right)=\frac13 .
$$

Thus $1-P\simeq R/(3L)=0.033$ for our sphere.

For a value that includes repeated collisions, phonon paths can be sampled at random, with exponentially distributed free paths and isotropic scattering. Each path ends when it hits the sphere or collides more than $6L$ beyond its surface. From such a distant collision a return is still possible. Its probability equals the local temperature rise per kelvin of sphere excess, because every path can be traversed backwards with equal weight. Far away, diffusion makes this rise $a/r$. The outward power per kelvin is then $4\pi ka=G$, which fixes $a=RG/G_F$.

If a fraction $f$ of the emitted phonons reaches the stopping region, and $S$ is the sum of $1/r$ over their stopping points divided by the number emitted, then $P=f-aS$. Substituting $a=(3R^2/4L)P$ and solving for $P$ gives

$$
P=\frac{f}{1+3R^2S/(4L)} .
$$

The sampled result is $P=0.9635$ with standard error 0.0002. Hence

$$
\frac{G}{G_F}=0.075\times0.9635=0.0723,\qquad G=1.362\ \text{µW/K}.
$$

The return probability, 0.0365, is slightly above the leading estimate 0.0333. At $R/L=0.1$ this closeness comes partly from a cancellation: collisions on the two legs lower the single-collision return, and paths with repeated collisions add back somewhat more.

## Comparison

Scaling gave 10 percent. The factor $3/4$ lowers this to 7.5 percent, and returning phonons lower it to 7.2 percent. The scaling estimate has the right dependence on size for $R\ll L$ and exceeds the final ratio by about 38 percent of that ratio.

For $Q=10$ µW, the temperature rises are:

- Fourier: $10/18.85=0.53$ K;
- ballistic: $10/1.414=7.07$ K;
- with returns: $10/1.362=7.34$ K.

Fourier's law thus underestimates the heating by a factor of nearly 14. Part of the reason is visible at the surface. In the ballistic limit $W(R)=1/2$: outward directions carry the sphere's excess energy and inward directions do not. The energy density just outside corresponds to half the sphere's temperature rise, whereas Fourier's picture assumes the full rise there.

The ballistic formula fails for large spheres. It equals $G_F$ at $R=4L/3=133$ nm and exceeds it beyond that radius, because it ignores the many phonons that return. A simple interpolation adds the two thermal resistances:

$$
\frac1G\approx\frac1{G_F}+\frac1{G_{\rm bal}},
\qquad
\frac{G}{G_F}\approx\frac{1}{1+4L/(3R)} .
$$

The sampled paths allow a comparison:

| $R/L$ | $3R/(4L)$ | sampled $G/G_F$ | interpolation |
|---|---|---|---|
| 0.02 | 0.015 | 0.0149 | 0.0148 |
| 0.1 | 0.075 | 0.0723 | 0.0698 |
| 1 | 0.75 | 0.490 | 0.429 |
| 10 | 7.5 | 0.929 | 0.882 |

At $R=10L$ the conductance is already close to Fourier's value. The interpolation lies below the sampled result in each row. For small spheres the reason can be read from its expansion,

$$
\frac{1}{1+4L/(3R)}\simeq\frac{3R}{4L}\left(1-\frac{3R}{4L}\right),
$$

which implies a return probability of $3R/(4L)$ instead of the derived $R/(3L)$.

As a check on the stopping rule, the distance was doubled to $12L$ for $R=L$. This gave $P=0.6514\pm0.0012$, against $0.6538\pm0.0010$ before. The errors quoted are the standard errors of $f$, which are slightly larger than those of $P$. The difference, 0.0024, is about 1.5 times the combined error of 0.0016, so it is compatible with sampling noise.

## Relation to a real solid

The parameters are rough values in the regime of silicon near room temperature, and they give a conductivity of about the right size. The single free path is the less realistic part, since phonons in silicon have a broad range of free paths. As an illustration, take two groups with equal $Cv$ and free paths of 10 and 190 nm, without energy exchange between them. Their mean path is still 100 nm, so $G_F$ and $G_{\rm bal}$ are unchanged, but their escape probabilities are 0.654 and 0.982. The ratio becomes $0.075(0.654+0.982)/2=0.061$. A real interface also reflects phonons. If it transmits half of them, the ballistic ratio falls to 3.75 percent, a larger change than any other estimated in this section.

The remaining estimates are smaller. Over the 7.34 K rise, a Debye model with a rough Debye temperature of 640 K raises the mean heat capacity by 0.5 percent. A free path proportional to $1/T$ would be 2.4 percent shorter at the sphere's temperature. The thermal wavelength scale $hv/(k_BT_0)$ is 0.48 nm, about one twentieth of $R$. This is close to the shortest wavelength the silicon lattice allows, so the particle picture suits most thermally excited phonons. It is less secure for the low-frequency phonons with the longest free paths, whose wavelengths reach several nanometres.

The sphere's interior need not be isothermal. For uniform heating and an internal conductivity $k_i$, the power crossing radius $r$ is $Q(r/R)^3$. Fourier's law inside then gives

$$
T(r)-T(R)=\frac{Q(R^2-r^2)}{8\pi k_iR^3}.
$$

The volume average of $r^2$ is $3R^2/5$, so the mean excess over the surface is $Q/(20\pi k_iR)$. With a rough $k_i=50$ W/(m K), this is 0.32 K, or 4.3 percent of the 7.34 K rise. The estimate assumes that heat carriers inside the sphere have free paths much shorter than $R$. It does not apply if they are phonons with the $C$ and $v$ used above: by $k=CvL/3$, a conductivity of 50 W/(m K) would then mean a free path of 33 nm, longer than $R$. For electrons in a metal it is only marginal, since this conductivity corresponds to a free path of a few nanometres. Heat given to electrons must also pass to the lattice, which adds a step $Q/(gV)$ for an electron-phonon coupling $g$ and sphere volume $V$. This step is not included above. For a rough $g=10^{17}$ W/(m³ K) it is about 24 K, larger than the 7.34 K rise itself. The values used in this section are listed in the numerical output.

## Calculated quantities

```
sphere radius R = 10 nm
mean free path L = 100 nm
heat capacity C = 1.50e+06 J/(m^3 K)
phonon speed v = 3000 m/s
conductivity k = 150.0 W/(m K)
medium temperature = 300 K
Fourier conductance = 18.850 uW/K
Fourier conductance, grid = 18.853 uW/K
random-walk k / formula k = 1.0029
ballistic conductance = 1.4137 uW/K
ballistic / Fourier = 7.500 percent
radius where formulas cross = 133.3 nm
first-return coefficient = 0.333333
first-order return probability = 0.0333
escape probability P = 0.9635
standard error of P = 0.0002
actual / Fourier = 7.23 percent
series rule / Fourier = 6.98 percent
actual conductance = 1.362 uW/K
heating power = 10.0 uW
temperature rise, Fourier = 0.531 K
temperature rise, ballistic = 7.07 K
temperature rise, actual = 7.34 K
R/L, P, error of P, G/G_Fourier, series rule (no units):
  0.0200  0.9933  0.0001  0.0149  0.0148
  0.0526  0.9816  0.0003  0.0387  0.0380
  0.1000  0.9635  0.0002  0.0723  0.0698
  1.0000  0.6538  0.0010  0.4903  0.4286
  10.0000  0.1238  0.0007  0.9286  0.8824
P at R/L = 1, wider stop = 0.6514 +- 0.0012
two free paths = 10 and 190 nm
two-path actual / Fourier = 6.13 percent
half transmission, ballistic = 3.75 percent
Debye temperature, rough = 640 K
mean heat capacity change = 0.50 percent
free path change, 1/T law = -2.39 percent
thermal wavelength h v/(kB T) = 0.48 nm
radius / wavelength = 20.8
conductivity inside sphere, rough = 50 W/(m K)
mean internal excess = 0.318 K
internal excess / actual rise = 4.3 percent
```
